\section*{Molecular flux inside a spherical cavity with a round mouth}

\section*{The problem}

A plane cuts a cap off a sphere of radius $R$. The rest of the sphere is the wall of a cavity, and the flat disc in the cutting plane is its mouth. Let $f$ be the area of the missing cap divided by the area $4\pi R^2$ of the whole sphere, with $0<f<1$.

Outside is a reservoir of dilute gas. It sends molecules into the mouth with the same intensity from every direction, and $J_0$ is the resulting number of molecules per unit mouth area and time. Any depletion of the gas above the mouth is taken to be included in $J_0$. Inside the cavity molecules do not collide with each other. At each wall hit a molecule sticks with probability $s$, whatever its speed and angle. Otherwise it leaves at once with the cosine law: the number emitted per unit solid angle is proportional to the cosine of the angle from the wall normal. The state is steady.

The wall flux $J(\mathbf x)$ is the number of arrivals per unit wall area and time at $\mathbf x$. It counts repeated hits by the same molecule, so the uptake is $sJ$ and not $J$.

\section*{(a) Areas}

\textbf{Find the wall area $A_w$, the flat mouth area $A_m$ and their ratio in terms of $f$.}

\textbf{Solution.} Put the centre of the sphere at the origin and the mouth in the plane $z=z_0$, with the cap above it. A slice of a sphere of height $h$ has curved area $2\pi Rh$. The cap has height $R-z_0$, so
\begin{equation}
f=\frac{2\pi R(R-z_0)}{4\pi R^2}=\frac{R-z_0}{2R},\qquad z_0=R(1-2f).
\end{equation}
The wall is the rest of the sphere, $A_w=4\pi R^2(1-f)$. The mouth radius $a$ obeys $a^2=R^2-z_0^2$, hence
\begin{equation}
A_m=\pi R^2\left[1-(1-2f)^2\right]=4\pi R^2f(1-f),\qquad \frac{A_m}{A_w}=f .
\end{equation}
The cap fraction is thus also the ratio of flat mouth area to wall area. For $f>1/2$ the cavity is a shallow dish, and these relations still hold.

\section*{(b) Exchange between surface elements}

\textbf{Find the flux that a diffusely emitting element of the sphere sends to another point of the sphere. Then find the flux that reaches a wall point directly from the reservoir.}

\textbf{Solution.} Let the intensity $I$ be the number of molecules per time, per solid angle and per area perpendicular to the flight direction. A surface that emits by the cosine law has the same $I$ in all outward directions, and its emitted flux is
\begin{equation}
E=\int I\cos\theta\,d\Omega=2\pi I\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta=\pi I .
\end{equation}
An element $dA$ at $\mathbf y$, at distance $d$ from $\mathbf x$, fills the solid angle $\cos\theta'\,dA/d^2$ as seen from $\mathbf x$, where $\theta'$ is measured from the normal at $\mathbf y$. With $\theta$ measured from the normal at $\mathbf x$, the flux received at $\mathbf x$ is
\begin{equation}
dJ=I\cos\theta\,\frac{\cos\theta'\,dA}{d^2}=E(\mathbf y)\,\frac{\cos\theta\cos\theta'}{\pi d^2}\,dA .
\end{equation}
On a sphere the normals at $\mathbf x$ and $\mathbf y$ point to the centre. The two radii and the chord form an isosceles triangle, so $\theta=\theta'$ and $d=2R\cos\theta$. Therefore
\begin{equation}
\frac{\cos\theta\cos\theta'}{\pi d^2}=\frac{1}{\pi d^2}\,\frac{d^2}{4R^2}=\frac{1}{4\pi R^2}.
\label{kernel}
\end{equation}
The distance has dropped out: a diffuse emitter on a sphere spreads its molecules evenly over the whole sphere.

For the reservoir, follow a line from a wall point $\mathbf x$ back along an arriving molecule's path until it meets the full sphere again at $\mathbf y$. If $\mathbf y$ lies on the wall, the whole chord lies below the mouth plane and the molecule came from the wall. If $\mathbf y$ lies on the missing cap, the chord crosses the mouth plane inside the sphere, that is, through the mouth, and the molecule came from the reservoir. Without collisions the intensity does not change along a path, so each such direction carries the reservoir value $J_0/\pi$. The mouth therefore acts on the wall like the missing cap emitting a flux $J_0$ diffusely. By (\ref{kernel}) the direct flux is
\begin{equation}
J_{\rm dir}=J_0\,\frac{4\pi R^2f}{4\pi R^2}=fJ_0
\end{equation}
at every wall point, near the rim as well as at the bottom.

\section*{(c) The wall flux}

\textbf{Include the molecules re-emitted by the wall and find $J(\mathbf x)$. Is the solution unique?}

\textbf{Solution.} A wall element at $\mathbf y$ emits $(1-s)J(\mathbf y)$ per unit area. Every wall point sees every other, so
\begin{equation}
J(\mathbf x)=fJ_0+\frac{1-s}{4\pi R^2}\int_{\rm wall}J(\mathbf y)\,dA .
\label{integral}
\end{equation}
The right side does not contain $\mathbf x$. Hence $J$ is uniform; this is a result and not an assumption. The integral is then $JA_w=4\pi R^2(1-f)J$, and
\begin{align}
J&=fJ_0+(1-s)(1-f)J,\\
J\left[1-(1-s-f+fs)\right]&=fJ_0,\\
J&=\frac{f}{f+s-fs}\,J_0 .
\label{result}
\end{align}
The difference $D$ of two solutions obeys (\ref{integral}) without the source. It is therefore uniform and satisfies $D=(1-s)(1-f)D$. Since $f>0$, the factor $(1-s)(1-f)$ is less than one, so $D=0$ and the solution is unique.

Some limits show what (\ref{result}) contains. For $s=0$ the flux is $J_0$ however small the mouth: in the steady state as many molecules leave as enter, and the cavity is in equilibrium with the reservoir. For $s=1$ there is no re-emission and $J=fJ_0$. The flux is half of $J_0$ when $s(1-f)=f$. For a small mouth, what matters is thus whether $s$ is small compared with $f$, not whether it is small compared with one.

\section*{(d) The fate of one molecule}

\textbf{Find the mean number of wall hits of an entering molecule and the probability that it is captured. Write the uptake as a sum of resistances.}

\textbf{Solution.} An entering molecule moves downward from the mouth plane, so its first encounter is with the wall. After any hit it makes another one if it does not stick, with probability $1-s$, and then misses the mouth, with probability $1-f$ by (\ref{kernel}). With $q=(1-s)(1-f)$ the mean number of hits is
\begin{equation}
M=1+q+q^2+\dots=\frac{1}{1-q}=\frac{1}{f+s-fs}.
\end{equation}
Each hit captures with probability $s$, so the capture probability is $sM=s/(f+s-fs)$. The balance of molecules agrees. Capture plus escape is
\begin{equation}
sJA_w+f(1-s)JA_w=(f+s-fs)JA_w=fJ_0A_w=J_0A_m ,
\end{equation}
which is the inflow.

The inverse of the uptake per wall area is
\begin{equation}
\frac{1}{sJ}=\frac{f+s(1-f)}{fsJ_0}=\frac{1}{J_0}\left(\frac1s+\frac{1-f}{f}\right).
\label{series}
\end{equation}
The first term is the resistance of the surface reaction and the second that of the mouth. They act in series. Raising $s$ lowers the first term but leaves the second unchanged.

\section*{(e) Uneven sticking and mirror-like walls}

\textbf{Does the flux stay uniform if $s$ varies along the wall? What if some molecules are reflected as by a mirror?}

\textbf{Solution.} With $s(\mathbf y)$ inside the integral, the right side of (\ref{integral}) is still independent of $\mathbf x$. So $J$ is still uniform, and
\begin{equation}
J=fJ_0+(1-f)(1-\bar s)J,\qquad \bar s=\frac{1}{A_w}\int_{\rm wall}s\,dA .
\end{equation}
Equation (\ref{result}) holds with $s$ replaced by the area average $\bar s$. The local uptake $s(\mathbf x)J$ is not uniform.

Mirror reflection removes the basis of the argument, because the intensity leaving a wall point then depends on direction and (\ref{kernel}) no longer applies. A case is $f=0.3$, $s=0.5$ with all non-sticking molecules mirror-reflected. Following $10^5$ random molecules from hit to hit, and counting hits in ten wall zones of equal area, gives a largest deviation of 19\% from the mean flux. Without sticking, an intensity $J_0/\pi$ in all directions everywhere is reproduced by mirror and diffuse reflection alike. If part of the reflection is diffuse at every wall point, every molecule can reach the mouth, this is the only steady state, and $J=J_0$. With perfect mirrors a molecule stays in one plane through the centre. For $f<1/2$ some of these planes miss the mouth, and the reservoir does not fill the paths in them.

\section*{(f) Time to coat the cavity}

\textbf{In atomic layer deposition the sticking falls as sites are used up. Take $s=s_0u$, where $u$ is the fraction of free sites, initially one, and let $N$ be the number of molecules taken up per unit area at saturation. Find the time to reach a given $u$.}

\textbf{Solution.} Assume that the gas in the cavity adjusts quickly, so that (\ref{result}) holds at each moment. This requires the cavity to hold far fewer gas molecules than are needed to fill the sites, and non-sticking molecules to leave the wall quickly. Because $J$ is uniform, a wall that starts with uniform $u$ keeps it uniform. The uptake $s_0uJ$ equals $-N\,du/dt$, so
\begin{align}
N\frac{du}{dt}&=-\frac{s_0u\,fJ_0}{f+(1-f)s_0u},\\
\left[\frac fu+(1-f)s_0\right]du&=-\frac{s_0fJ_0}{N}\,dt .
\end{align}
Integration from $u=1$ at $t=0$ gives
\begin{equation}
f\ln u-(1-f)s_0(1-u)=-\frac{s_0fJ_0}{N}\,t ,
\end{equation}
and multiplication by $-N/(s_0fJ_0)$ yields
\begin{equation}
t=\frac{N}{J_0}\left[\frac{1}{s_0}\ln\frac1u+\frac{1-f}{f}(1-u)\right].
\label{dose}
\end{equation}
The first term is the time for an open surface under the flux $J_0$. The second is the delay caused by the mouth, and it does not depend on $s_0$. Since $dt=-N\,du/(sJ)$, the two terms are the two resistances in (\ref{series}), integrated over the amount taken up per unit area, from zero to $N(1-u)$.

\section*{(g) A pore in alumina deposition}

\textbf{Trimethylaluminium at 0.1 Torr, in nitrogen at 1.0 Torr total pressure and 473 K, enters a pore with $R=50$ nm and mouth radius $a=15$ nm. Take $s_0=0.01$ and $N=4.0$ molecules/nm$^2$, both rough typical values. Find the initial flux and the time to 99\% coverage, and judge the neglected effects.}

\textbf{Solution.} The pore is taken to be more than half of the sphere, so $z_0$ is the positive root $\sqrt{R^2-a^2}$ and
\begin{equation}
f=\frac12\left(1-\sqrt{1-0.3^2}\right)=0.02303,\qquad
\frac{J}{J_0}=\frac{0.02303}{0.02303+0.01-0.00023}=0.702 .
\end{equation}
A sticking of one per cent thus lowers the flux by 30\%, because $f$ is of similar size. Following $10^5$ molecules through this cavity and multiplying the mean number of hits by $A_m/A_w=f$ gives 0.704, with a relative statistical scatter of about 0.3\%. An entering molecule makes $M=30.5$ hits on average and is captured with probability $0.01\times30.5=0.305$.

For a gas of number density $n=P/k_BT$ and molecular mass $m$, the Maxwell distribution of the velocity component $v$ towards the mouth gives
\begin{equation}
J_0=n\sqrt{\frac{m}{2\pi k_BT}}\int_0^\infty v\,e^{-mv^2/2k_BT}dv
=n\sqrt{\frac{k_BT}{2\pi m}}=\frac{P}{\sqrt{2\pi mk_BT}},
\end{equation}
since the integral is $k_BT/m$. Here $P$ is the precursor pressure, not the total. With the molar mass 72.09 g/mol of the single molecule, $J_0=1.90\times10^5$ molecules/(nm$^2$\,s), and the initial wall flux is $J=1.34\times10^5$ in the same unit.

For $u=0.01$, equation (\ref{dose}) becomes
\begin{equation}
t=\frac{4.0}{1.902\times10^5}\left[\frac{\ln100}{0.01}+\frac{0.977\times0.99}{0.02303}\right]{\rm s}
=(9.68+0.88)\ {\rm ms}=10.6\ {\rm ms}.
\end{equation}
The mouth lengthens the dose by only 9\%, although it lowers the initial flux by 30\%. About half of the time is spent on the last 12\% of the sites, when $s$ is small and $J$ is above $0.95J_0$.

\textit{Validity of the flow picture.} A precursor molecule of mass $m$ meets nitrogen of mass $m'$ and density $n'$ at the rate $n'\sigma\langle v_{\rm rel}\rangle$. Relative velocities follow a Maxwell distribution with the reduced mass, so $\langle v_{\rm rel}\rangle=\langle v\rangle\sqrt{1+m/m'}$ and the mean free path is $1/(n'\sigma\sqrt{1+m/m'})$. Counting all the gas as nitrogen, and with $\sigma=\pi(0.5\ {\rm nm})^2$ from a rough collision diameter, it is $3.3\times10^4$ nm, about 330 sphere diameters. An entering molecule crosses the cavity about 30 times, which gives on average only about 0.06 gas collisions before it sticks or leaves. At reservoir density the cavity holds about one precursor molecule, while saturation takes $NA_w=1.2\times10^5$. The quick adjustment assumed in (f) is therefore justified as far as the gas is concerned, and $J$ is to be read as an average over many arrivals.

\textit{Comparison with a real pore.} A real pore need not be a sphere with a sharp rim, and several inputs are only rough. The following changes are made one at a time, with the other inputs held fixed, and are compared with $J/J_0=0.702$.
\begin{itemize}
\item A molecular radius of roughly 0.3 nm, subtracted from $a$ and $R$, gives 0.696.
\item A cylindrical neck 5 nm long, with the same sticking on its wall, gives 0.67 by following molecules.
\item Fifty cycles at roughly 0.1 nm each leave a 5 nm film. With $a=10$ nm and $R=45$ nm, $f$ falls to 0.0125 and the ratio to 0.56. This ignores the neck formed by the film, which is not a small effect: a film of even thickness on a sharp rim with a flat outer face forms a rounded throat, which gives about 0.52 by following molecules. A straight neck with the same sticking on its wall would give about 0.50 for a length of 5 nm and 0.45 for 10 nm.
\item A sticking of 0.001 gives 0.96, and one of 0.1 gives 0.19.
\end{itemize}
Mirror reflection of part of the non-sticking molecules is not included in the list. It can make the flux uneven, as in (e), but in this pore the effect is modest: a mirror share of 30\% leaves the mean ratio near 0.70 with zone deviations of about 1\%, and a share of 80\% gives about 0.67 with deviations of about 6\%. When such paths are followed, the flight directions should be rescaled to unit length after each hit, because rounding errors in their length can grow from one mirror reflection to the next.

The sticking probability is the most serious uncertainty in this list. It also sets the dose: for $s_0=0.1$ the first term of (\ref{dose}) drops to 0.97 ms while the delay stays at 0.88 ms, so the mouth then nearly doubles the time needed by an open surface. Real surface reactions need not follow $s=s_0u$ either, and a slow final reaction would lengthen the first term.

All numerical values are calculated from the stated model.
